\section*{Breakthrough delay of an oxygen barrier film containing an immobile getter}

\section{Result and conventions}

A film of thickness $L$ contains an immobile getter of density $N$, and each getter unit binds one oxygen unit irreversibly. Oxygen has diffusivity $D$ in the film and concentration $C$ just inside the exposed face. The getter lengthens the permeation time lag by
\begin{equation}
t_g=\frac{L^2N}{2DC}.
\label{tg}
\end{equation}
This holds for any ratio $C/N$ and any non-zero rate constant of the reaction $kcn$ used below. The arrival time of a sharp reaction front is a different quantity. Its ratio to $t_g$ approaches one when the reaction is rapid and $N\gg C$.

The distinction matters because an inert film has no sharp first arrival: the diffusion equation gives a small outlet flux at any positive time. The time lag is defined instead by the late straight line of the permeated amount $Q(t)$ per unit area,
\begin{equation}
Q(t)\to \frac{DC}{L}(t-\theta).
\label{lagdef}
\end{equation}

The exposed face is $x=0$ and the outlet is $x=L$. Free oxygen $c(x,t)$ and unspent getter $n(x,t)$ obey
\begin{align}
c_t&=Dc_{xx}-kcn, & n_t&=-kcn,
\label{balances}
\end{align}
where subscripts denote derivatives. Initially $c=0$ and $n=N$. The boundary values are $c(0,t)=C$ and $c(L,t)=0$, the latter describing a swept outlet. $D$, $C$ and $k$ are constant. If one getter unit binds $\nu$ oxygen units, $N$ is replaced by the capacity $\nu N$.

\section{Simplest case: a slow, sharp front}

Let the reaction be so fast that oxygen and getter do not coexist. A front at $x=s(t)$ then separates spent film from fresh film. If $N\gg C$, the front moves slowly enough for the oxygen behind it to have a nearly steady, linear profile, $c=C(1-x/s)$. The flux reaching the front is $DC/s$. Advancing the front by $ds$ consumes $N\,ds$ of oxygen per unit area, so
\begin{equation}
N\frac{ds}{dt}=\frac{DC}{s},\qquad
s\,ds=\frac{DC}{N}dt,\qquad
s^2=\frac{2DCt}{N}.
\label{simplefront}
\end{equation}
Setting $s=L$ gives (\ref{tg}).

The factor one half has a direct meaning. Dividing the capacity $NL$ by the final steady flux $DC/L$ gives $L^2N/(DC)=2t_g$. The film fills in half that time because its early diffusion path is short and its uptake is therefore faster.

As $N\to0$, (\ref{simplefront}) predicts instant arrival. That limit lies outside its regime, since the oxygen dissolved behind the front is then no longer negligible. The following sections include it. The time lag then tends to the finite value $L^2/(6D)$. The arrival time of the sharp front still tends to zero, but only as about $L^2/[4D\ln(C/N)]$, as follows from (\ref{front}) at large $\lambda$. This is the leading logarithm only: the arrival time is still 34 percent longer at $C/N=10^2$ and 21 percent longer at $10^4$.

\section{General rate and concentration: the time lag}

Subtracting the two balances removes the reaction:
\begin{equation}
(c-n)_t=Dc_{xx}.
\label{conserved}
\end{equation}
Multiply by $x$ and integrate across the film. Integration by parts gives
\begin{align}
\frac{d}{dt}\int_0^Lx(c-n)\,dx
&=D\left[xc_x-c\right]_0^L\nonumber\\
&=DLc_x(L,t)-Dc(L,t)+Dc(0,t)\nonumber\\
&=-LJ(t)+DC,
\label{moment}
\end{align}
where $J=-Dc_x(L,t)$ is the outlet flux. The weight $x$ was chosen because it leaves the known inlet concentration and removes the unknown inlet flux. At $t=0$ the integral on the left is $-NL^2/2$. Integrating over time, with $Q=\int_0^tJ\,dt'$, gives
\begin{equation}
LQ=DCt-\int_0^Lx(c+N-n)\,dx.
\label{exactQ}
\end{equation}

The late state is needed next. Since $n\le N$, the oxygen concentration is at least that of a film whose sink stays at its full strength $kNc$. That comparison film tends to a steady profile which is positive for every $x<L$. Hence $\int c\,dt$ grows without limit there, and $n=N\exp(-k\int c\,dt)$ tends to zero. With the sink gone, $c\to C(1-x/L)$, and
\begin{equation}
\int_0^L x\left[C\left(1-\frac{x}{L}\right)+N\right]dx
=C\left(\frac{L^2}{2}-\frac{L^2}{3}\right)+\frac{NL^2}{2}.
\end{equation}
Inserting this in (\ref{exactQ}) and comparing with (\ref{lagdef}),
\begin{equation}
\theta=\frac{L^2}{6D}+\frac{L^2N}{2DC}.
\label{lag}
\end{equation}
The first term is the lag of the inert film, recovered at $N=0$. The second is the added delay. The rate constant has dropped out: it changes the shape of the rise in flux, but not the intercept of the late line.

Direct integration of (\ref{balances}) tests this for slow and faster reaction. The speed is measured by $L/\ell$, with $\ell=\sqrt{D/(kN)}$. Equation (\ref{lag}) gives $1.167\,L^2/D$ at $L/\ell=3$ and $C/N=0.5$, and $5.167\,L^2/D$ at $L/\ell=20$ and $C/N=0.1$. The computed lags, read at $kCt=2000$, agree with these within 0.2 percent. The closer agreement in the printed output is not significant, because the getter still left at the outlet then occupies less than one grid cell.

\subsection{How long the intercept takes to settle}

The swept outlet protects the last getter. Near it, $c\approx J(L-x)/D$, so $k\int c\,dt\approx kQ(L-x)/D$. Let $K=kQL/D$ be much larger than both $1$ and $L/\ell$, so that the surviving layer, of width $L/K$, is thinner than $\ell$ and takes up little of the flux crossing it. With $\xi=L-x$,
\begin{align}
\int_0^Lxn\,dx
&\approx N\int_0^\infty(L-\xi)e^{-K\xi/L}\,d\xi\nonumber\\
&=NL^2\left(\frac1K-\frac1{K^2}\right).
\label{tail}
\end{align}
Because $Q$ eventually grows in proportion to $t$, the remaining correction to the intercept decays as $1/t$. In the case with $L/\ell=3$, taken at $kCt=100$, the computed correction agrees with this prediction to about 1 percent, which is also the size of the grid error. A lag read from a short record is therefore too small, most noticeably for slow reaction.

\subsection{Getter placed unevenly}

If the initial density is $N(x)$ but $D$ is uniform, only the initial integral changes:
\begin{equation}
\theta-\frac{L^2}{6D}=\frac1{DC}\int_0^LxN(x)\,dx.
\label{placement}
\end{equation}
Uniform loading returns (\ref{tg}). Now put the same total getter, $NL$, into one half of the film at density $2N$. The integral is $NL^2/4$ for the inlet half and $3NL^2/4$ for the outlet half. The added lags should differ by a factor of 3. The computed ratio is $3.00$ at $L/\ell=20$ and $C/N=0.1$, where $N$ is the mean density.

Getter near the outlet is supplied through a longer diffusion path, so it is spent more slowly. For a layered coating this favours loading the outlet side, provided that total getter, $D$ and $C$ are held fixed and the added getter does not alter transport. The statement concerns the time lag; a detection threshold also depends on the reaction rate. The same getter packed into a layer of width $w$ is only $\sqrt{wL}/\ell$ of its own reaction lengths thick, so a thin layer leaks. At $L/\ell=14.1$ and $C/N=0.0084$, one percent of the steady flux appears at $0.21$, $0.40$ and $0.61\,t_g$ for inlet-half, uniform and outlet-half loading, but almost at once when all the getter is in the outlet tenth, although that placement has the longest lag.

\section{Sharp front at any ratio of $C$ to $N$}

Return to instantaneous reaction, but keep the time dependence of the dissolved oxygen. The region behind the front obeys $c_t=Dc_{xx}$, with $c(0,t)=C$ and $c(s,t)=0$. There is no length scale before the front reaches the outlet, which suggests $s=2\lambda\sqrt{Dt}$ and
\begin{equation}
c=C\left[1-\frac{\operatorname{erf}(x/\sqrt{4Dt})}{\operatorname{erf}\lambda}\right].
\label{similarity}
\end{equation}
This satisfies the diffusion equation and both boundary values. The constant $\lambda$ follows from oxygen conservation at the front, $N\,ds/dt=-Dc_x(s,t)$. Since $d\operatorname{erf}(z)/dz=2e^{-z^2}/\sqrt\pi$,
\begin{equation}
N\lambda\sqrt{\frac Dt}
=\frac{DC\,e^{-\lambda^2}}{\sqrt{\pi Dt}\,\operatorname{erf}\lambda}.
\end{equation}
Multiplication by $\sqrt{t/D}$ and rearrangement give
\begin{equation}
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\frac CN,
\qquad
t_b=\frac{L^2}{4D\lambda^2}.
\label{front}
\end{equation}

For the limit $\varepsilon=C/N\ll1$, use
\begin{align}
\operatorname{erf}\lambda&=\frac2{\sqrt\pi}\left(\lambda-\frac{\lambda^3}{3}+\frac{\lambda^5}{10}-\cdots\right),\\
e^{\lambda^2}&=1+\lambda^2+\frac{\lambda^4}{2}+\cdots.
\end{align}
In the product, the coefficient of $\lambda^2$ relative to the leading term is $1-1/3=2/3$. That of $\lambda^4$ is $1/2-1/3+1/10=4/15$. With $y=2\lambda^2$, (\ref{front}) becomes
\begin{equation}
\varepsilon=y\left(1+\frac y3+\frac{y^2}{15}+\cdots\right),
\qquad y=\varepsilon-\frac{\varepsilon^2}{3}+\cdots.
\end{equation}
Dividing the first relation by $\varepsilon y$ and then inserting the second,
\begin{align}
\frac1y&=\frac1\varepsilon\left(1+\frac y3+\frac{y^2}{15}+\cdots\right)\nonumber\\
&=\frac1\varepsilon+\frac13-\frac{2\varepsilon}{45}+\cdots.
\end{align}
Here the last coefficient is $-1/9+1/15=-2/45$. Since $t_b=L^2/(2Dy)$,
\begin{equation}
t_b=\frac{L^2N}{2DC}+\frac{L^2}{6D}-\frac{L^2C}{45DN}+\cdots.
\label{expansion}
\end{equation}
Thus front arrival and time lag agree through the first two terms, but they are not the same quantity. The coefficient of $C/N$, evaluated from (\ref{front}) at $C/N=0.01$, is $-0.02214$, close to $-1/45=-0.02222$.

Equation (\ref{exactQ}) also supplies bounds. Until arrival $Q=0$, and at arrival $n=0$ throughout the film. Therefore
\begin{equation}
DCt_b=\frac{NL^2}{2}+\int_0^Lxc\,dx.
\end{equation}
The error function is concave for positive argument, so $c$ in (\ref{similarity}) is convex and lies below the line $C(1-x/L)$. The last integral is positive and less than $CL^2/6$. Hence
\begin{equation}
t_g<t_b<t_g+\frac{L^2}{6D}.
\label{bounds}
\end{equation}

A separate calculation evolves the conserved difference $c-n$ without assuming a front shape. It gives arrival at $1.1572$, $0.6501$ and $0.2994$ in units of $L^2/D$ for $C/N=0.5$, $1$ and $3$. Equation (\ref{front}) gives $1.1573$, $0.6502$ and $0.2994$. At $C/N=3$, $t_g$ alone is $0.167\,L^2/D$, so it is a poor estimate of front arrival there, although it is still the added time lag.

\section{Finite reaction rate: when a detector sees oxygen}

A detector responds to a flux threshold, not to an extrapolated line. To find that response for $N\gg C$, define the accumulated exposure
\begin{equation}
u=k\int_0^tc\,dt'=\ln\frac Nn.
\end{equation}
Integrating (\ref{conserved}) over time gives
\begin{equation}
c+N(1-e^{-u})=\frac Dk u_{xx}.
\label{exposure}
\end{equation}
The free oxygen $c$ can be dropped once the first profile has formed and $t\gg1/(kN)$. While that profile is almost steady, $u\approx kct$, so for small $u$ the ratio $c/(Nu)$ is about $1/(kNt)$. Later a front moves through the film, and ahead of it $u\propto e^{-(x-s)/\ell}$. Then $c=u_t/k\approx u\,(ds/dt)/(k\ell)$, and with $ds/dt=DC/(Ns)$ the ratio $c/(Nu)$ is about $(C/N)(\ell/s)$, which is again small. Where $u$ is of order one or more, the ratio of the two terms is at most of order $C/N$. What remains is
\begin{equation}
u_{xx}=\frac{1-e^{-u}}{\ell^2},\qquad
u(0)=U=kCt,\qquad u(L)=0.
\end{equation}
Multiply by $2u_x$ and integrate from the outlet. With $q=-\ell u_x(L)$,
\begin{equation}
\ell^2u_x^2=q^2+2(u-1+e^{-u}).
\end{equation}
Exposure decreases with $x$, so the negative root applies. Integration across the film gives
\begin{equation}
\frac L\ell=\int_0^U\frac{du}{\sqrt{q^2+2(u-1+e^{-u})}}.
\label{finite}
\end{equation}
This determines $q(U)$. Since $u_x(L)=-kQ/D$, we have $Q=Dq/(k\ell)$. Differentiation with $dU/dt=kC$ gives
\begin{equation}
J=\frac{DC}{\ell}\frac{dq}{dU},\qquad
\frac{J}{DC/L}=\frac L\ell\frac{dq}{dU}.
\label{flux}
\end{equation}

Two limits check the construction. When $U\ll1$, $u-1+e^{-u}\approx u^2/2$. The integral becomes $\operatorname{arsinh}(U/q)$, so $q=U/\sinh(L/\ell)$ and the initial leak is $(L/\ell)/\sinh(L/\ell)$ of the steady flux. This value is seen only after the oxygen profile has reached the outlet, which for $L>\ell$ takes a time of order $(L/\ell)/(kN)$, or $U$ of order $(C/N)(L/\ell)$; that number must therefore be small. For $L/\ell=3$ the leak is $0.2995$; direct integration with $C/N=10^{-4}$ gives $0.2996$. When $L/\ell\gg1$ and $q$ is of order one, so that the getter within about $\ell$ of the outlet is being used up, most of the integral comes from large $u$ and equals $\sqrt{2U}$ to leading order. Then $U=L^2/(2\ell^2)$, which is again $t=t_g$.

The same integral shows how early a small threshold is crossed. For small $q$ and large $U$, the region of small $u$ contributes $\ln(1/q)$ plus a constant:
\begin{equation}
\frac L\ell\approx\sqrt{2U}+\ln\frac1q+\text{constant}.
\end{equation}
Differentiation at fixed $L/\ell$ gives $dq/dU\approx q/\sqrt{2U}$. The position $s$ from (\ref{simplefront}) satisfies $s/\ell=\sqrt{2U}$, so the relative flux is $f\approx qL/s$. Consequently
\begin{equation}
\frac{L-s}{\ell}\approx\ln\frac1f+\ln\frac Ls+\text{constant}.
\label{lead}
\end{equation}
A one percent signal thus precedes the nominal front by several reaction lengths, since $\ln100=4.6$. For such a detector, rapid reaction means that $L$ is much larger than this lead, not merely larger than $\ell$.

\section{A getter that is not quite immobile}

Give the getter diffusivity $D_n$ and let none leave through either face. The term $-D_nn_{xx}$ now appears on the right of (\ref{conserved}). Its contribution to (\ref{moment}) is
\begin{equation}
-D_n[xn_x-n]_0^L=D_n[n(L,t)-n(0,t)],
\end{equation}
because $n_x$ vanishes at both faces. With rapid reaction $n(0,t)$ is soon zero, while $n(L,t)$ stays near $N$ for most of the time $\theta$ and then falls to zero. The time integral of $n(L,t)$ is therefore roughly $N\theta$. If $\theta_0$ is the lag (\ref{lag}),
\begin{equation}
\theta\approx\theta_0-\frac{D_nN}{DC}\theta,
\qquad
\theta\approx\frac{\theta_0}{1+D_nN/(DC)}.
\label{mobile}
\end{equation}
This estimate requires $D_nN\ll DC$. It also requires $n(L,t)$ to fall quickly. The getter at the swept face leaves only by diffusing into the layer where $c\approx C\xi/L$, and balancing $D_nn_{\xi\xi}$ against $kC\xi n/L$ gives a time of order $[L^2/(D_nk^2C^2)]^{1/3}$. This is short against $\theta$ only if $(D_nN/DC)(L/\ell)^4\gg1$; otherwise the shortening is larger than (\ref{mobile}) gives. Getter moving towards the inlet is spent where supply is faster. For $D_nN/(DC)=0.05$, $C/N=0.05$ and $L/\ell=30$, direct integration gives $\theta/\theta_0=0.956$, against $0.952$ from the estimate. For rapid reaction the immobile limit is therefore controlled by $D_nN/(DC)$, not by $D_n/D$ alone. For slow reaction a small $D_nN/(DC)$ is not enough: with $D_nN/(DC)=0.01$ and $C/N=0.05$, direct integration shortens the lag by 3, 10 and 26 percent at $L/\ell=3$, $1$ and $0.3$, against 1 percent from (\ref{mobile}).

\section{Worked case: an oxygen-scavenging polyester film}

Take a film $100\,\mu\mathrm m$ thick with air on one face and a swept, oxygen-free outlet on the other. It has $D=5\times10^{-9}\,\mathrm{cm^2/s}$ and solubility $0.08\,\mathrm{cm^3(STP)/(cm^3\,atm)}$. These transport values are rough typical ones for polyester packaging. The capacity $N=2\,\mathrm{cm^3(STP)/cm^3}$ and rate $kN=0.1\,\mathrm{s^{-1}}$ are chosen parameters. At an oxygen pressure of $0.21\,\mathrm{atm}$,
\begin{align}
C&=0.08\times0.21=0.0168\ \mathrm{cm^3(STP)/cm^3},\\
t_g&=\frac{(0.01)^2\times2}{2(5\times10^{-9})(0.0168)}\ \mathrm s
=1.19\times10^6\ \mathrm s.
\end{align}
The delay is 13.8 days. The inert lag is 0.039 days, and $N/C=119$, so the simple front formula is well within its concentration regime. The capacity is $200\,\mathrm{cm^3(STP)/m^2}$ and the steady flux is $7.26\,\mathrm{cm^3(STP)/(m^2\,day)}$. Their quotient, 27.6 days, is twice the delay.

Finite rate changes what a sensitive detector reports. Here $\ell=2.24\,\mu\mathrm m$ and $L/\ell=44.7$. Direct integration gives 1, 10 and 50 percent of the steady flux at 10.9, 12.3 and 13.6 days. Equations (\ref{finite}) and (\ref{flux}) give times earlier by 0.03 to 0.04 days. That offset is comparable with the inert lag, $L^2/(6D)$, which is the correction that dissolved oxygen makes to front arrival in (\ref{expansion}) and which was dropped from (\ref{exposure}).

With $kN$ ten times smaller and all else fixed, (\ref{finite}) and (\ref{flux}) put the one percent signal at 5.5 days, although $t_g$ is unchanged. The lead is $5.25\,\ell$, compared with $4.97\,\ell$ for the faster reaction. The term $\ln(L/s)$ in (\ref{lead}) accounts for the direction of this change.

Real films can break several assumptions. The rate law $kcn$ is one of them: catalysed oxidation of a polymer can have an induction period, which would change the threshold times above. If half of the getter is inaccessible, $N$ and the delay are halved, to 6.9 days. Oxidation may change the transport properties of the spent layer; $D$ and $C$ in the front formula refer to that layer, because oxygen crosses it to reach the front. With a rough activation energy of $0.3\,\mathrm{eV}$ for the product $DC$, the delay falls to 7.9 days at $40\,^\circ\mathrm C$ from its value at $25\,^\circ\mathrm C$, with $N$ held fixed. Getter mobility shortens the lag by 4 to 5 percent when $D_n$ reaches $2.1\times10^{-12}\,\mathrm{cm^2/s}$.

Pinholes bypass the getter altogether. A straight hole of radius $r$ has diffusion resistance $L/(\pi r^2D_g)$ plus $1/(4rD_g)$ at each mouth, where $D_g$ is the oxygen diffusivity in air. With oxygen concentration $c_g$ in the air, its flow is
\begin{equation}
F=\frac{D_gc_g\pi r^2}{L+\pi r/2}.
\end{equation}
For $r=1\,\mu\mathrm m$ and a rough $D_g=0.2\,\mathrm{cm^2/s}$, $F=0.0103\,\mathrm{cm^3(STP)/day}$. This treats the gas as a continuum; collisions with the hole wall lower $F$ by about 6 percent at this radius. Seven to eight such holes per square metre supply one percent of the steady flux from the start, so a one percent threshold would then show no delay. By contrast, a 1 mm layer of still air lowers the inlet oxygen concentration by a fraction of only $2.2\times10^{-8}$ at the steady flux, and by about $10^{-6}$ at the uptake $DC/\ell$ of fresh film, which is $L/\ell=44.7$ times larger. For this film, defects and reaction rate limit the useful delay long before supply from the air does. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
TESTS (scaled time D t/L^2)
L/l=3, C/N=0.5: lag 1.1666, law 1.1667
L/l=20, C/N=0.1: lag 5.1661, law 5.1667
outlet getter tail, computed/law: 0.990
added lag, outlet-half/inlet-half getter: 2.999
mobile getter, Dn N/(D C)=0.05: lag ratio 0.9556
initial leak at L/l=3: 0.2996 of steady flux
front, C/N=0.5: direct 1.1572, law 1.1573
front, C/N=1.0: direct 0.6501, law 0.6502
front, C/N=3.0: direct 0.2994, law 0.2994
coefficient of C/N in arrival: -0.02214
EXAMPLE INPUTS
thickness L: 100 um
diffusivity D: 5.0e-09 cm2/s
solubility: 0.08 cm3(STP)/(cm3 atm)
oxygen pressure: 0.21 atm
getter density N: 2.0 cm3(STP)/cm3
rate kN: 0.10 1/s; slower case 0.01 1/s
EXAMPLE RESULTS
dissolved oxygen C: 0.0168 cm3(STP)/cm3
ratio N/C: 119.0
steady flux: 7.26 cm3(STP)/(m2 day)
getter capacity: 200 cm3(STP)/m2
capacity/steady flux: 27.56 days
getter delay: 13.78 days = 1.190e+06 s
inert time lag: 0.0386 days
total time lag: 13.817 days
sharp-front arrival: 13.817 days
reaction length l: 2.24 um; L/l = 44.7
slower case l: 7.07 um; L/l = 14.1
1% flux: direct 10.92, law 10.88, slower 5.45 days
10% flux: direct 12.29, law 12.25, slower 9.09 days
50% flux: direct 13.59, law 13.55, slower 12.99 days
1% lead distance: 4.97 l; slower case 5.25 l
slower case initial leak: 2.04e-05 of steady
NEGLECTED EFFECTS
activation energy of D C (rough): 0.3 eV
delay at 40 C instead of 25 C: 7.88 days
oxygen diffusivity in air (rough): 0.2 cm2/s
pinhole of radius 1 um: 0.0103 cm3(STP)/day
pinholes giving 1% of steady flux: 7.1 per m2
getter diffusivity for ~5% shorter lag: 2.1e-12 cm2/s
air layer 1 mm, relative oxygen drop: 2.2e-08
\end{verbatim}
